The Axial Lorentz Factor of a Simple Tetragonal Dipole Lattice

**Q.** To lower the permittivity of an insulator, I lower its density and use the Clausius–Mossotti formula. If the density falls because atomic layers move apart, why should the direction matter?

**A.** Density fixes how many dipoles there are, but not the field that polarizes each one. Take identical point dipoles p along z on a simple tetragonal lattice with edges a, a, c. The lattice is infinite and perfectly ordered, the response static and linear. Write

t = c/a,  P = p/(a²c).

In atomic units (4πε₀ = 1) the axial Lorentz factor L is defined by

E_loc = E + 4πLP.  (1)

E is the macroscopic field, the average over a cell, and E_loc is the field at a site due to everything except the dipole there. Clausius–Mossotti takes L = 1/3. The question is what L becomes when t changes.

**Q.** Is L even well defined? Dipole fields fall as 1/r³ while the number of dipoles in a shell grows as r², so the sum depends on the order of its terms.

**A.** The sum depends on the sample's shape, but so does E, and the difference E_loc − E does not. Draw a large ball around the site. Dipoles outside it act as a continuum of polarization P, and contribute equally to E_loc and to E. Inside it, E_loc contains the field of the discrete dipoles, whereas E contains the field of a uniformly polarized ball.

That last field follows from two balls of charge density ±ρ, displaced by δ, with P = ρδ. A charged ball has the interior field 4πρr/3, with r measured from its own centre. The positive ball is centred δ ahead of the negative one, so the sum is

(4πρ/3)[(r − δ) − r] = −4πP/3.

Hence

E_loc = E + 4πP/3 + p Σ_ball (3z² − r²)/r⁵.  (2)

No sample shape appears. The jagged edge of the ball matters less and less as it grows: it involves at most about R² sites, each with a field of order 1/R³.

Two facts follow. In a cubic lattice the sums of x², y² and z² over each shell are equal, so the last term vanishes and L = 1/3. In any lattice, adding the three versions of (2) for dipoles along x, y and z removes the lattice sums, because 3x² + 3y² + 3z² − 3r² = 0. For the tetragonal lattice this gives

L + 2L_x = 1.  (3)

**Q.** Then I may choose a convenient shape. Which one?

**A.** A slab with its faces normal to z, summed layer by layer. Each layer is made infinitely wide before the layers are added. If they had a finite radius R, each would lack a field of size

(p/a²) ∫_R^∞ 2πρ dρ/ρ³ = 2πp/(a²R).

For N layers the loss is N times this, which vanishes if the slab is much wider than it is thick.

**Q.** What does one layer do to its surroundings?

**A.** Start with a square lattice of unit charges in the plane z = 0. Its charge density is

(1/a²) Σ_G e^(iG·ρ) δ(z),  G = (2π/a)(i, j).

Off the plane, Laplace's equation makes each component with G ≠ 0 proportional to e^(−G|z|). Call its amplitude A_G. The slope of the potential jumps by −4π times the surface charge, so

−2G A_G = −4π/a²,  A_G = 2π/(a²G).

The uniform component, G = 0, has the potential −2π|z|/a². Together,

φ_charge = −2π|z|/a² + Σ'_G [2π/(a²G)] e^(iG·ρ) e^(−G|z|),

where the prime omits G = 0.

A dipole p along z has the potential pz/r³ = −p ∂(1/r)/∂z. The dipole layer therefore has φ = −p ∂φ_charge/∂z, and its field is

E_z = −∂φ/∂z = p ∂²φ_charge/∂z².

The uniform part is linear in z on either side of the layer, so it gives no field there. In the other terms the two derivatives bring down G². Directly above a site, where ρ = 0,

E_z = (2πp/a²) Σ'_G G e^(−G|z|).  (4)

Seen from a distance, the layer is a uniform double sheet, which has no outside field. What remains is its graininess, and that fades exponentially. The sign is positive because above a site all the components are in phase, so every term of (4) is positive.

**Q.** If a layer has no uniform outside field, where does the depolarizing field of the slab come from?

**A.** From the potential step across each layer. The uniform part of φ is

φ = −p ∂(−2π|z|/a²)/∂z = +2πp/a² above,  −2πp/a² below,

so the potential rises by 4πp/a² across the layer. Deep in the stack the grainy part repeats with period c and gives no net change over a period. The average field of the dipoles is minus the rise divided by c:

−4πp/(a²c) = −4πP.

With D the field of the external charges,

E = D − 4πP.  (5)

The whole step lies within the layers. A dipole does not feel its own field, and so it does not feel the depolarizing field in the way the average does.

**Q.** What does it feel from its own layer?

**A.** A neighbour at distance ρ in the plane gives −p/ρ³, opposite to p. Summing over the layer,

E_own = −Sp/a³,  S = Σ' (i² + j²)^(−3/2).

Since p = Pa²c, this is

E_own = −S(c/a)P = −StP.  (6)

At fixed P, wider spacing means stronger dipoles in each layer, which oppose one another more. That is the origin of the linear dependence on t.

**Q.** And the other layers?

**A.** They lie at distances nc, on both sides. From (4),

E_other = 2 Σ_{n≥1} (2πp/a²) Σ' G e^(−Gnc).

The sum over n is geometric:

Σ_{n≥1} e^(−Gnc) = 1/(e^(Gc) − 1).

With p/a² = Pc,

E_other = 4πP Σ' Gc/(e^(Gc) − 1).  (7)

Now E_loc = D + E_own + E_other, and (5) gives D = E + 4πP:

E_loc = E + 4πP − StP + 4πP Σ' u/(eᵘ − 1),  u = Gc = 2πt√(i² + j²).

Comparison with (1) yields

L(t) = 1 − (S/4π)t + Σ' u/(eᵘ − 1).  (8)

**Q.** You still need S, and a sum of 1/ρ³ over a plane converges slowly.

**A.** The cubic lattice supplies it. At t = 1, L must be 1/3, so

S/4π = 1 − 1/3 + Σ' g/(e^g − 1),  g = 2π√(i² + j²).

The last sum is 0.052206, of which the four shortest vectors give 0.047022. Therefore

S/4π = 0.666667 + 0.052206 = 0.718873,  S = 9.0336.

A direct sum over the plane, with its distant part replaced by an integral, gives the same S to the seven digits printed. Thus

L ≈ 1 − 0.719 c/a,  (9)

apart from the exponential terms. The largest of these come from the four vectors with i² + j² = 1:

4·2πt/(e^(2πt) − 1) ≈ 8πt e^(−2πt).

**Q.** You used the cubic value to fix S, so agreement at t = 1 proves nothing. What tests the rest?

**A.** Equation (2), which uses a ball instead of a slab. I summed the dipoles directly, with a weight that falls smoothly from one to zero around a radius of 24a, and added 1/3. At t = 1.5 this gives −0.075179, and (8) gives −0.075179. The straight line alone gives −0.078309. At t = 2 line and full value differ by 0.000177, which matches 8πt e^(−2πt) within 1%.

**Q.** "Exponentially small" sounds safe. Can I forget those terms?

**A.** Not at t = 1. There the line gives 0.281 instead of 0.333, which is 16% too low. Below that it fails badly: at t = 0.5 it gives 0.64, while the full value is 1.53.

The opposite limit explains this. Let f(u) = u/(eᵘ − 1). As f(0) = 1, the leading 1 in (8) is the missing term i = j = 0, and

L = −(S/4π)t + Σ_{all i,j} f(2πt√(i² + j²)).

For small t the terms vary slowly from one (i, j) to the next, so to leading order the sum becomes an integral over n = √(i² + j²):

∫₀^∞ 2πn f(2πtn) dn = [1/(2πt²)] ∫₀^∞ u²/(eᵘ − 1) du.

Expanding 1/(eᵘ − 1) = Σ_{m≥1} e^(−mu), and using ∫₀^∞ u²e^(−mu) du = 2/m³, we get

L ≈ ζ(3)/(πt²),  ζ(3) = Σ 1/m³ ≈ 1.202.

At t = 0.5 this is 1.202 × 4/3.142 = 1.53. Its meaning is plain: the lattice has become a set of tight chains along z. Neighbours at ±mc each give 2p/(mc)³, in total

4ζ(3)p/c³ = 4ζ(3)P/t² = 4πP · ζ(3)/(πt²).

The agreement at t = 0.5 is better than the integral argument alone promises, since the omitted term −(S/4π)t is −0.36 there. The chains show why. Take a long needle-shaped sample along z, whose ends are too far away to matter, so that E is just the external field. Seen from the side, another chain is a uniform line of dipoles head to tail, whose charges cancel except at the ends. Only its graininess remains, and that fades exponentially with distance divided by c. Everything beyond the site's own chain is therefore exponentially small, and the error of the integral must cancel the omitted linear term.

So spread layers oppose the polarization of a site, and tight chains support it.

**Q.** Where does the support end? And could L change sign more than once?

**A.** Once only. The series

1/f = (eᵘ − 1)/u = 1 + u/2 + u²/6 + …

has positive coefficients and grows with u, so f falls. Every varying term in (8) therefore falls as t grows. L is 1/3 at t = 1 and negative at large t, so it has one zero.

The line alone vanishes at 1/0.718873 = 1.391. The full expression vanishes at

c/a = 1.399.

At that point the exponential part is 0.718873 × 1.3988 − 1 = 0.0056, and 0.0056/0.719 = 0.008 is the shift of the zero.

**Q.** What if the layers are not stacked site above site?

**A.** Keep equal dipoles and slide whole layers sideways. The own-layer field and the potential steps stay as they are. A layer shifted by s only gains factors cos(G·s) in (4), so the exponential part cannot exceed its in-register size. That size is 0.014140 − 0.007956 = 0.0062 at t = 1.38, where the line is still at +0.0080. At t = 1.42 it is 0.0049, where the line is at −0.0208. For any sideways stacking, L therefore changes sign between 1.38 and 1.42. The argument for a single zero does not carry over: when shifted layers are pressed very close, the tight chains can lie nearly within the planes, and L turns negative again. With each layer shifted by 0.1a, for example, L is negative at t = 0.05 and positive at t = 0.08. Shifts of low symmetry also give a small sideways field, which dipoles held along z ignore.

**Q.** Does negative L mean that the local field points against the applied one?

**A.** No. Let each site have an isotropic polarizability volume α, so that p = αE_loc, and define

x = 4πα/(a²c).

Then 4πP = xE_loc. Inserting this in (1),

E_loc = E + xL E_loc,  E_loc = E/(1 − xL).

The permittivity is

ε = 1 + 4πP/E = 1 + x/(1 − xL).  (10)

If L is negative, E_loc is weaker than E but has the same direction. At L = 0 the two are equal and ε = 1 + x, as if the dipoles did not interact. Their interactions have not vanished; they cancel in this one combination.

Equation (10) also requires xL < 1, since the uniform response along z diverges when xL reaches 1. That condition is necessary but not sufficient. Patterns in which neighbouring rows of dipoles alternate in direction can become unstable first: in the cubic lattice this happens already at xL = 0.78, and for separated layers it can happen even where L is negative, if α is large enough. In the numerical example below, α is about half the value at which this begins.

**Q.** Is there a simple picture for the well-separated layers?

**A.** Drop the exponential part of L and write s = Sα/a³. Then

xL = x − x(S/4π)(c/a) = x − [4πα/(a²c)](Sc/4πa) = x − s.

So

ε_z = 1 + x/(1 − x + s) = (1 + s)/(1 + s − x),

1/ε_z = 1 − x/(1 + s).  (11)

This describes independent sheets in series. Each sheet sees D and the opposing field of its own members, p = α(D − Sp/a³), hence p = αD/(1 + s). It takes a fixed voltage 4πp/a² off the total, whatever the distance to the next sheet. At fixed a and D, moving the sheets apart merely adds empty space.

**Q.** Give me numbers for an interlayer dielectric.

**A.** Take round model parameters, a = 0.40 nm and α = 0.006 nm³. With a cubic cell, ε = 2.94. Now draw the layers apart to c = 0.60 nm, holding a and α fixed. The density falls by a third, from 15.6 to 10.4 sites per nm³. Then

x = 4π × 0.006/(0.40² × 0.60) = 0.7854,  L = −0.0752.

Along the normal,

ε_z = 1 + 0.7854/(1 + 0.7854 × 0.0752) = 1.74.

Within the layers, (3) gives L_x = (1 + 0.0752)/2 = 0.538, and

ε_x = 1 + 0.7854/(1 − 0.7854 × 0.538) = 2.36.

The density alone, with L = 1/3, would give

ε = 1 + 0.7854/(1 − 0.2618) = 2.06.

So ε_z lies 16% below the density-only value and ε_x lies 14% above it. The local field along z is 0.944 of the macroscopic one. At c = 0.56 nm, where c/a = 1.40, L is −0.0009 and ε_z = 1.84, equal to 1 + x at this precision.

The sheet formula (11), with s = 0.847, gives

1/ε_z = 1 − 0.7854/1.847 = 0.575,  ε_z = 1.74.

For the cubic cell it gives 2.76 instead of 2.94, which shows what the coupling between layers contributes there.

**Q.** Those values rest on an infinite crystal. A film has surfaces.

**A.** I solved the coupled equations for 13 layers, with layer fields from direct sums, and took the permittivity from the middle layer. At c = 0.60 nm this gives ε_z = 1.7416 and ε_x = 2.3593, the values of (10) to all printed digits. Surface layers miss only the exponential fields of absent neighbours. At c/a = 1.5 the field of an adjacent layer is 0.15% of the own-layer field.

**Q.** Would such a film help a chip designer?

**A.** In this model it helps most where the field runs along the normal, as between wiring levels. Between neighbouring lines of one level the field runs largely within the layers, and there ε_x counts. In the example it falls too, from 2.94 to 2.36, but by less than the density alone suggests.

**Q.** And real low-k films?

**A.** Organosilicate films have permittivities of roughly 3 when dense, and lower when porous, so the cubic starting value is in their range. The structure is not. These films are amorphous, and their density is lowered by pores, not by a uniform 50% stretch of ordered layers. The assumption they break is lattice order. If disorder restores L = 1/3 on average, a mean-field assumption, ε_z at c = 0.60 nm rises by 0.32, from 1.74 to 2.06. The whole anisotropy is then gone. The result concerns ordered layers and is no recipe for ordinary glassy films. Even for ordered layers it gives only the geometric part of the anisotropy. In real layered insulators the polarizability of a site differs along and across the layers and can change with the spacing, whereas α here is isotropic and fixed.

**Q.** What else have you left out, and how much does it matter?

**A.** I sized four further effects at c = 0.60 nm, each with assumed inputs and the rest unchanged.

Roughness: if the sites of a layer have independent heights with an rms spread of 0.03 nm, the averaged own-layer field weakens and ε_z rises by 0.016. Changes in the small interlayer terms and differences between individual dipoles are neglected here. So are the sideways moments that the height differences induce, which would add about 0.001 to the rise.

Finite size: if the field of each neighbour in the layer is that of two charges 0.10 nm apart along z, and the field acting on a site is still taken at its centre, ε_z rises by 0.008. Averaging that field over the site's own 0.10 nm length would about double the rise.

Polar groups: a freely turning moment μ adds μ²/(3kT) to the polarizability volume. For 1 debye at 300 K this is 0.00805 nm³, more than α itself. If 5% of the sites carry such a moment and the addition is spread evenly, α grows by 0.0004 nm³ and ε_z rises by 0.047. At 400 K the rise is 0.035, because heat works against alignment. With these inputs it is the largest of the four effects, yet about a seventh of the effect of lost order. It grows roughly as μ², however: with 1.85 debye, the moment of a water molecule, and the same even spreading, it would be about half. Free turning is itself an idealization here. The dipoles that a permanent moment induces in its neighbours act back on it more strongly when it lies within the layer than when it points along z, and this tilts the moments toward the layers. At 300 K the rise then drops to about 0.045 for 1 debye, and to about two fifths of the effect of lost order for 1.85 debye.

Strong fields: turning groups saturate. At a macroscopic field of 1 MV/cm the local field is 0.94 MV/cm, and their response is 0.04% below its linear value. At 5 MV/cm, a rough figure for breakdown, the loss is 1%. For a moment of 1 debye, saturation is thus minor up to that field. The loss grows roughly as μ², and reaches about 8% for 3 debye at 5 MV/cm. Leakage and breakdown themselves lie outside a model of bound dipoles.

**Q.** So my density formula was wrong only because it assumed cubic surroundings?

**A.** For this lattice, yes. Clausius–Mossotti contains the density through x and the arrangement through L. Shrinking or expanding the cell uniformly leaves t, and so L, unchanged; then density is the only variable. Pulling the layers apart changes both. The numerical output below gives the intermediate spacings.

Calculated quantities

```
S, square-lattice sum: 9.033622 (direct 9.033622)
slope S/(4 pi): 0.718873
exponential part at c/a=1: 0.052206
its first shell at c/a=1: 0.047022
next-layer field / own-layer field size, c/a=1.0: 0.036250
next-layer field / own-layer field size, c/a=1.5: 0.001451
c/a | L line | L full | L soft sphere (dimensionless)
0.50 | 0.640564 | 1.530260 | 1.530260
1.00 | 0.281127 | 0.333333 | 0.333333
1.38 | 0.007956 | 0.014140 | 0.014140
1.42 | -0.020799 | -0.015869 | -0.015869
1.50 | -0.078309 | -0.075179 | -0.075179
2.00 | -0.437746 | -0.437569 | -0.437569
zero of L, c/a: full 1.39880, line only 1.39107
example: a = 0.40 nm, alpha = 0.0060 nm^3
S alpha/a^3: 0.8469
c nm | sites/nm^3 | x | L | eps_z | eps_x | eps density-only | sheets
0.40 | 15.625 | 1.1781 | 0.3333 | 2.9399 | 2.9399 | 2.9399 | 2.7615
0.50 | 12.500 | 0.9425 | 0.1143 | 2.0563 | 2.6177 | 2.3742 | 2.0421
0.56 | 11.161 | 0.8415 | -0.0009 | 1.8409 | 2.4537 | 2.1696 | 1.8370
0.60 | 10.417 | 0.7854 | -0.0752 | 1.7416 | 2.3593 | 2.0639 | 1.7399
13 coupled layers, c/a=1.0: eps_z 2.9399, eps_x 2.9399
13 coupled layers, c/a=1.5: eps_z 1.7416, eps_x 2.3593
c=0.60 nm: local field / macroscopic field: 0.9442
changes of eps_z at c=0.60 nm (dimensionless):
  order lost, L = 1/3: +0.3223
  height roughness 0.03 nm rms: +0.0163
  dipole length 0.1 nm: +0.0078
  5% sites with 1 debye, 300 K: +0.0468
  5% sites with 1 debye, 400 K: +0.0351
turning-dipole volume, 1 debye, 300 K: 0.00805 nm^3
at 1 MV/cm: local 0.944 MV/cm, turning response lost 0.039 %
at 5 MV/cm: local 4.721 MV/cm, turning response lost 0.951 %
```
